**Electrocaloric heating of a Curie-Weiss dielectric in a small field**

The program tests $\Delta T=\varepsilon_0C\,TE^2/[2c(T-T_0)^2]$, where $C$ is the Curie constant, $T_0$ the Curie-Weiss temperature, $T$ the starting temperature, $E$ the field and $c$ the zero-field heat capacity per volume at constant stress. A mean-field model of two-state dipoles, with its entropy computed from state probabilities, supplies an independent road. On this model the program asserts the Maxwell relation, the heating law at three temperatures, the isothermal energy balance, and the change from quadratic heating above $T_0$ to linear heating below it. The largest relative deviation from the heating law is 1.4e-4 at the small field used. For a dielectric with saturation, the program also asserts the first finite-field corrections, the field dependence of the heat capacity for the linear case, and the growth as $E^{2/3}$ at $T_0$. With rough values for a barium strontium titanate ceramic at 330 K and 5 kV/cm, the law gives 7.6 mK and the finite-field adiabat 7.3 mK. The output also shows how the law fails at higher fields and near $T_0$, and it sizes the main neglected effects.

## Check in Python

```python
# Result under test: adiabatic heating of a paraelectric by a small field E,
#   dT = eps0*C*T*E^2 / (2*c*(T-T0)^2),
# C: Curie constant, T0: Curie-Weiss temperature, T: starting temperature,
# c: zero-field heat capacity per volume at constant stress.
# Independent check: mean-field two-state dipoles, entropy from probabilities.
# Finite fields: E = a*(T-T0)*P + b*P^3 with a = 1/(eps0*C).
import numpy as np
from scipy.constants import epsilon_0 as eps0
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

# ---------- dipole model, reduced units: k = n = mu = 1, T0 = 1, eps0*C = 1
C_LATTICE = 3.0


def dipole_P(T, E):
    """Self-consistent polarization P = tanh((E + P)/T), branch P >= 0."""
    if E == 0 and T >= 1:
        return 0.0
    low = 0.0 if E > 0 else 1e-9
    return brentq(lambda p: p - np.tanh((E + p) / T), low, 1.0,
                  xtol=1e-18, rtol=1e-15)


def dipole_S(T, E):
    """Entropy from the probabilities of the two dipole directions."""
    p = dipole_P(T, E)
    up, down = (1 + p) / 2, (1 - p) / 2
    return -up * np.log(up) - down * np.log(down)


def dipole_heating(T, E):
    """Temperature rise that keeps lattice plus dipole entropy constant."""
    start = dipole_S(T, 0.0)
    return brentq(lambda d: C_LATTICE * np.log1p(d / T)
                  + dipole_S(T + d, E) - start, 0.0, 0.1,
                  xtol=1e-18, rtol=1e-14)


# Maxwell relation at a finite field
Tm, Em, h = 1.3, 0.05, 1e-4
dS_dE = (dipole_S(Tm, Em + h) - dipole_S(Tm, Em - h)) / (2 * h)
dP_dT = (dipole_P(Tm + h, Em) - dipole_P(Tm - h, Em)) / (2 * h)
assert abs(dS_dE / dP_dT - 1) < 1e-5

# heating law at several temperatures; neglected terms are of order 1e-4
law_errors = []
for Tr in (1.2, 1.5, 2.5):
    law = Tr * 1e-3**2 / (2 * C_LATTICE * (Tr - 1)**2)
    law_errors.append(abs(dipole_heating(Tr, 1e-3) / law - 1))
assert max(law_errors) < 1e-3


# isothermal energy balance: U = -P^2/2, work = integral of E dP
def dipole_work(T, E):
    area = quad(lambda e: dipole_P(T, e), 0, E, epsabs=1e-14, epsrel=1e-11)[0]
    return E * dipole_P(T, E) - area


heat_in = Tm * (dipole_S(Tm, 0.2) - dipole_S(Tm, 0.0))
assert abs(-dipole_P(Tm, 0.2)**2 / 2 - dipole_work(Tm, 0.2) - heat_in) < 1e-9
small_heat = Tm * (dipole_S(Tm, 0.0) - dipole_S(Tm, 1e-3))
heat_work_ratio = small_heat / dipole_work(Tm, 1e-3)
assert abs(heat_work_ratio / (Tm / (Tm - 1)) - 1) < 1e-3
small_dU = -dipole_P(Tm, 1e-3)**2 / 2
assert abs(small_dU / (-1e-6 / (2 * (Tm - 1)**2)) - 1) < 1e-3

# below T0 the heating is linear in E, above T0 quadratic
ratio_below = dipole_heating(0.8, 2e-4) / dipole_heating(0.8, 1e-4)
ratio_above = dipole_heating(1.5, 2e-3) / dipole_heating(1.5, 1e-3)
assert abs(ratio_below - 2) < 0.02 and abs(ratio_above - 4) < 0.01

# ---------- worked example, SI units, rough values for a BST ceramic
C, T0, T, c, b = 1.0e5, 290.0, 330.0, 3.0e6, 8.0e9
E = 5.0e5
theta, a = T - T0, 1 / (eps0 * C)


def heating_law(T, E):
    return eps0 * C * T * E**2 / (2 * c * (T - T0)**2)


def landau_P(th, E, b):
    if b == 0:
        return E / (a * th)
    return brentq(lambda p: a * th * p + b * p**3 - E, 0.0,
                  1.001 * (E / b)**(1 / 3), xtol=1e-18, rtol=1e-14)


def landau_heating(T, E, b):
    """Finite-field adiabat: c*ln(Tf/T) = a*P^2/2 with P taken at Tf."""
    return brentq(lambda d: c * np.log1p(d / T)
                  - a * landau_P(T + d - T0, E, b)**2 / 2, 0.0, 5.0,
                  xtol=1e-17, rtol=1e-14)


def corrections(E, b):
    d1 = heating_law(T, E)
    return -2 * b * E**2 / (a * theta)**3, -2 * d1 / theta, d1 / (2 * T)


# first corrections against the numerical adiabat, with and without saturation
for E_test, b_test in ((5e4, b), (5e5, 0.0)):
    found = landau_heating(T, E_test, b_test) / heating_law(T, E_test) - 1
    assert abs(found / sum(corrections(E_test, b_test)) - 1) < 5e-3


# differential adiabat with field-dependent heat capacity (linear dielectric)
def slope(e, d):
    t = T + d[0]
    c_field = c + eps0 * C * t * e**2 / (t - T0)**3
    return [t * eps0 * C * e / (c_field * (t - T0)**2)]


path = solve_ivp(slope, (0, E), [0.0], method="DOP853", rtol=1e-11, atol=1e-15)
assert abs(path.y[0, -1] / landau_heating(T, E, 0.0) - 1) < 1e-7

# at T0 the heating grows as E^(2/3): eight times the field, four times dT
ratio_at_T0 = landau_heating(T0, 8e5, b) / landau_heating(T0, 1e5, b)
assert abs(ratio_at_T0 - 4) < 0.02

# ---------- numbers for the example
dT1, dT_full = heating_law(T, E), landau_heating(T, E, b)
work = eps0 * C * E**2 / (2 * theta)
heat = work * T / theta
sat, path_term, log_term = corrections(E, b)
E_scale = np.sqrt((a * theta)**3 / b)
thick, ramp, tan_delta, resistivity = 5e-4, 0.1, 0.01, 1e10
h_air, metal, c_metal, E_break = 10.0, 1e-6, 2.5e6, 8e6
half_width, T0_error = 8.0, 2.0
spread = quad(lambda u: theta**2 / (theta - u)**2, -half_width,
              half_width)[0] / (2 * half_width) - 1
loss = np.pi / 4 * eps0 * C / theta * tan_delta * E**2 / c
leak = E**2 * ramp / (resistivity * c)
air = 2 * h_air * ramp / (c * thick)
load = 2 * metal * c_metal / (c * thick)

print("Dipole model (reduced units, T0 = 1)")
print(f" Maxwell at T=1.3, E=0.05: dS/dE {dS_dE:.6f}, dP/dT {dP_dT:.6f}")
print(f" largest relative error of heating law: {max(law_errors):.1e}")
print(f" heat/work at T=1.3: {heat_work_ratio:.4f}")
print(f" dT ratio, field doubled: T=0.8 {ratio_below:.4f}, "
      f"T=1.5 {ratio_above:.4f}")
print("Inputs (rough, BST ceramic)")
print(f" Curie constant C = {C:.2e} K, T0 = {T0:.0f} K, T = {T:.0f} K")
print(f" heat capacity c = {c/1e6:.1f} MJ/(m3 K), b = {b:.1e} V m5/C3")
print(f" field E = {E/1e5:.1f} kV/cm, thickness = {thick*1e3:.1f} mm, "
      f"voltage = {E*thick:.0f} V")
print("Results")
print(f" a = 1/(eps0 C) = {a:.4e} V m/(C K)")
print(f" susceptibility = {C/theta:.0f}")
print(f" polarization, linear = {eps0*C*E/theta*100:.3f} uC/cm2")
print(f" dP/dT at constant E = {-eps0*C*E/theta**2*100:.5f} uC/(cm2 K)")
print(f" isothermal entropy change = {-heat/T:.2f} J/(m3 K)")
print(f" work = {work/1e3:.3f} kJ/m3, heat given off = {heat/1e3:.3f} kJ/m3")
print(f" heat/work = {heat/work:.2f}, "
      f"internal energy change = {(work-heat)/1e3:.3f} kJ/m3")
print(f" heating by small-field law = {dT1*1e3:.3f} mK")
print(f" heating by finite-field adiabat = {dT_full*1e3:.3f} mK")
print(f" saturation field scale E_s = {E_scale/1e5:.1f} kV/cm")
print("Field scan at T = 330 K: E (kV/cm), law (mK), adiabat (mK), law/adiabat")
for e in (2e5, 5e5, 1e6, 2e6, 4e6):
    full = landau_heating(T, e, b)
    print(f" {e/1e5:5.0f} {heating_law(T, e)*1e3:9.3f} {full*1e3:9.3f} "
          f"{heating_law(T, e)/full:7.3f}")
print("Temperature scan at 5 kV/cm: T (K), law (mK), adiabat (mK)")
for t in (300.0, 310.0, 330.0, 350.0, 370.0):
    print(f" {t:5.0f} {heating_law(t, E)*1e3:9.3f} "
          f"{landau_heating(t, E, b)*1e3:9.3f}")
print(f" at T0 itself: adiabat = {landau_heating(T0, E, b)*1e3:.1f} mK; "
      f"8x field ratio = {ratio_at_T0:.3f}")
print("Neglected effects, percent of the small-field heating")
print(f" saturation, first order: {100*sat:.2f}")
print(f" warming on path and c_E: {100*path_term:.4f}, "
      f"logarithm: {100*log_term:.4f}")
print(f" local T0 spread +-{half_width:.0f} K, uniform: {100*spread:.2f}")
print(f" T0 higher by {T0_error:.0f} K: "
      f"{100*((theta/(theta-T0_error))**2-1):.1f}")
print(f" dielectric loss, tan delta {tan_delta}: {100*loss/dT1:.2f}")
print(f" leakage, {resistivity:.0e} ohm m, {ramp} s: {100*leak/dT1:.3f}")
print(f" heat lost to air, {h_air:.0f} W/(m2 K), {ramp} s: {-100*air:.2f}")
print(f" electrodes, 2 x {metal*1e6:.0f} um, "
      f"{c_metal/1e6:.1f} MJ/(m3 K): {-100*load:.2f}")
print(f"Rough breakdown field {E_break/1e5:.0f} kV/cm, "
      f"E/breakdown = {E/E_break:.3f}")
print("success")
```

Running it gives:

```
Dipole model (reduced units, T0 = 1)
 Maxwell at T=1.3, E=0.05: dS/dE -0.484408, dP/dT -0.484408
 largest relative error of heating law: 1.4e-04
 heat/work at T=1.3: 4.3333
 dT ratio, field doubled: T=0.8 1.9994, T=1.5 3.9999
Inputs (rough, BST ceramic)
 Curie constant C = 1.00e+05 K, T0 = 290 K, T = 330 K
 heat capacity c = 3.0 MJ/(m3 K), b = 8.0e+09 V m5/C3
 field E = 5.0 kV/cm, thickness = 0.5 mm, voltage = 250 V
Results
 a = 1/(eps0 C) = 1.1294e+06 V m/(C K)
 susceptibility = 2500
 polarization, linear = 1.107 uC/cm2
 dP/dT at constant E = -0.02767 uC/(cm2 K)
 isothermal entropy change = -69.17 J/(m3 K)
 work = 2.767 kJ/m3, heat given off = 22.827 kJ/m3
 heat/work = 8.25, internal energy change = -20.060 kJ/m3
 heating by small-field law = 7.609 mK
 heating by finite-field adiabat = 7.299 mK
 saturation field scale E_s = 33.9 kV/cm
Field scan at T = 330 K: E (kV/cm), law (mK), adiabat (mK), law/adiabat
     2     1.217     1.209   1.007
     5     7.609     7.299   1.042
    10    30.436    26.307   1.157
    20   121.745    80.346   1.515
    40   486.980   197.894   2.461
Temperature scan at 5 kV/cm: T (K), law (mK), adiabat (mK)
   300   110.677    44.981
   310    28.592    22.170
   330     7.609     7.299
   350     3.587     3.541
   370     2.133     2.121
 at T0 itself: adiabat = 85.5 mK; 8x field ratio = 4.001
Neglected effects, percent of the small-field heating
 saturation, first order: -4.34
 warming on path and c_E: -0.0380, logarithm: 0.0012
 local T0 spread +-8 K, uniform: 4.17
 T0 higher by 2 K: 10.8
 dielectric loss, tan delta 0.01: 0.19
 leakage, 1e+10 ohm m, 0.1 s: 0.011
 heat lost to air, 10 W/(m2 K), 0.1 s: -0.13
 electrodes, 2 x 1 um, 2.5 MJ/(m3 K): -0.33
Rough breakdown field 80 kV/cm, E/breakdown = 0.062
success
```
